# Exchange energy and magnetostatic twist angle of a Bloch point

## Problem

An isolated ferromagnetic ball of radius \(R\) carries a magnetization \(\mathbf M=M_s\mathbf m\) of fixed length with a Bloch point at its centre. In spherical coordinates \((r,\theta,\varphi)\),

\[
\mathbf m=\big(\sin\theta\cos(\varphi+\gamma),\ \sin\theta\sin(\varphi+\gamma),\ \cos\theta\big).
\]

The constant angle \(\gamma\) is the helicity. For \(\gamma=0\) the magnetization points radially outward (the hedgehog); otherwise every vector of the hedgehog is turned by \(\gamma\) about the \(z\) axis. The exchange energy density is \(A\sum_i|\partial_i\mathbf m|^2\), with \(A\) the exchange stiffness. Anisotropy, chiral exchange and applied fields are absent.

(a) Find the exchange energy and its dependence on \(\gamma\).

(b) Find the helicity that minimizes the magnetostatic energy of the ball.

Throughout, \(c=\cos\gamma\), \(V=4\pi R^3/3\), \(K_d=\mu_0M_s^2/2\), and \(P_2=(3\cos^2\theta-1)/2\).

## A tempting solution of part (b)

The magnetization produces a field \(\mathbf H\), and a magnetostatic field has the energy density \(\mu_0H^2/2\). The field inside the ball, derived below and correct, is

\[
H_r=-M_s(b_0+kP_2),\qquad H_\theta=3M_sk\sin\theta\cos\theta,
\]
\[
b_0=\frac{1+2c}{3},\qquad k=\frac{1-c}{6}.
\]

It does not depend on \(r\), so the integral of \(H^2\) over the ball is \(V\) times an average over directions. The averages needed are

\[
\langle P_2\rangle=0,\qquad \langle P_2^2\rangle=\tfrac15,\qquad
\langle\sin^2\theta\cos^2\theta\rangle=\tfrac13-\tfrac15=\tfrac2{15}.
\]

They give

\[
\frac{\langle H^2\rangle}{M_s^2}=b_0^2+\frac{k^2}{5}+9k^2\cdot\frac{2}{15}=b_0^2+\frac75k^2 ,
\]

and therefore

\[
\frac{E_{\rm in}}{K_dV}=\frac{(1+2c)^2}{9}+\frac{7(1-c)^2}{180}
=\frac{20(1+4c+4c^2)+7(1-2c+c^2)}{180}=\frac{87c^2+66c+27}{180}.
\]

Setting the derivative with respect to \(c\) to zero gives \(174c+66=0\), so \(c=-11/29\) and \(\gamma=112.3^\circ\). This is offered as the answer to (b).

## Where it fails

The algebra is right, and \(112.3^\circ\) does minimize \(E_{\rm in}\). The fault is the domain of integration: the field does not stop at the surface of the ball, and the energy \(\mu_0H^2/2\) must be integrated over all space.

To see that this is not a matter of taste, start from the interaction of the dipoles. A moment \(\mathbf M\,dV\) in the field of the others has energy \(-\mu_0\mathbf M\cdot\mathbf H\,dV\), and a factor \(1/2\) prevents each pair from being counted twice:

\[
E=-\frac{\mu_0}{2}\int_{\rm ball}\mathbf M\cdot\mathbf H\,dV .
\]

Local contributions proportional to \(M_s^2\) can be added to this expression, but they are the same for every \(\gamma\). Now use \(\mathbf B=\mu_0(\mathbf H+\mathbf M)\), \(\nabla\cdot\mathbf B=0\) and \(\mathbf H=-\nabla\Phi\). For any region with surface \(S\),

\[
\int\mathbf B\cdot\mathbf H\,dV=-\int\nabla\cdot(\Phi\mathbf B)\,dV=-\oint_S\Phi\,\mathbf B\cdot d\mathbf S .
\]

If \(S\) recedes to infinity the surface term vanishes, because the potential of a magnetized body falls at least as \(1/r^2\) and its field at least as \(1/r^3\). Then \(\int H^2dV=-\int\mathbf M\cdot\mathbf H\,dV\), and

\[
E=\frac{\mu_0}{2}\int_{\rm all\ space}H^2\,dV .
\]

If \(S\) is the surface of the ball, the term \(\oint\Phi\,\mathbf B\cdot d\mathbf S\) generally remains. It represents the energy of the stray field outside. That energy depends on \(\gamma\), as the calculation below shows, so omitting it moves the minimum.

## Solution of part (a): exchange energy

Write \(\mathbf m=Q\hat{\mathbf r}\), where \(Q\) is the matrix of the rotation by \(\gamma\) about \(z\). Since \(Q\) is constant, \(\partial_i\mathbf m=Q\,\partial_i\hat{\mathbf r}\), and since a rotation preserves lengths, \(|\partial_i\mathbf m|^2=|\partial_i\hat{\mathbf r}|^2\). The helicity has already dropped out. With \(\hat r_j=x_j/r\),

\[
\partial_i\hat r_j=\frac1r\left(\delta_{ij}-\frac{x_ix_j}{r^2}\right),\qquad
\sum_{ij}(\partial_i\hat r_j)^2=\frac{3-2+1}{r^2}=\frac{2}{r^2}.
\]

The three numbers in the numerator come from \(\sum\delta_{ij}^2\), from the cross term and from \(\sum x_i^2x_j^2/r^4\). Integration over the ball gives

\[
E_{\rm ex}=A\int_0^R\frac{2}{r^2}\,4\pi r^2\,dr=8\pi AR .
\]

The density diverges at the centre, but the volume element \(r^2dr\) cancels the divergence, and each spherical shell of equal thickness contributes equally. The continuum description itself breaks down within a few lattice spacings of the centre. The formula assigns to a core of radius \(a\) the energy \(8\pi Aa\), a fraction \(a/R\) of the total, and this part should not be trusted in detail. For moments of fixed length on a simple cubic lattice with nearest-neighbour exchange and \(R\) equal to 17 lattice spacings, the sum over bonds lies about 4 % below \(8\pi AR\) and is still the same for every \(\gamma\).

The value \(8\pi AR\) relies on the twist being uniform; the independence of the constant \(\gamma\) does not, since a common rotation of all moments never changes the exchange energy. Let the angle vary as \(\gamma+\kappa r/R\). Then

\[
\partial_i\mathbf m=Q\,\partial_i\hat{\mathbf r}+\hat r_i\,\frac{\kappa}{R}\,\frac{\partial Q}{\partial\gamma}\hat{\mathbf r}.
\]

In the sum over \(i\) of the squares, the cross term contains \(\sum_i\hat r_i\partial_i\hat{\mathbf r}=\partial_r\hat{\mathbf r}=0\). Only the horizontal part of \(\hat{\mathbf r}\), of length \(\sin\theta\), changes under a rotation about \(z\), so the additional density is \(A\kappa^2\sin^2\theta/R^2\). With \(\langle\sin^2\theta\rangle=2/3\),

\[
E_{\rm ex}=8\pi AR+A\frac{\kappa^2}{R^2}\cdot\frac23\cdot\frac{4\pi R^3}{3}
=8\pi AR\left(1+\frac{\kappa^2}{9}\right).
\]

A twist that changes by one radian from the centre to the surface thus raises the exchange energy by one ninth. Exchange is indifferent to the value of a uniform helicity, but it resists a radial variation of it. Within the family of uniform twists, the choice of \(\gamma\) is left to the magnetostatic energy.

## Solution of part (b): the charges

From \(\nabla\cdot\mathbf B=0\) follows \(\nabla\cdot\mathbf H=-\nabla\cdot\mathbf M\). The sources of \(\mathbf H\) are therefore a volume charge \(-M_s\nabla\cdot\mathbf m\) and a surface charge \(M_s\,\mathbf m\cdot\hat{\mathbf r}\).

In Cartesian form \(\mathbf m=\mathbf v/r\), with \(\mathbf v=(cx-sy,\ sx+cy,\ z)\) and \(s=\sin\gamma\). Here \(\nabla\cdot\mathbf v=2c+1\) and \(\mathbf v\cdot\mathbf r=c(x^2+y^2)+z^2\), because the terms in \(s\) cancel. Hence

\[
\nabla\cdot\mathbf m=\frac{\nabla\cdot\mathbf v}{r}-\frac{\mathbf v\cdot\mathbf r}{r^3}
=\frac{2c+1-c\sin^2\theta-\cos^2\theta}{r}=\frac{2c+(1-c)\sin^2\theta}{r},
\]
\[
\mathbf m\cdot\hat{\mathbf r}=c\sin^2\theta+\cos^2\theta=1-(1-c)\sin^2\theta .
\]

Both depend on \(\gamma\) through \(c\) alone, so \(\gamma\) and \(-\gamma\) have the same magnetostatic energy. Inserting \(\sin^2\theta=\tfrac23(1-P_2)\) and defining \(b_2=2(1-c)/3\) gives

\[
\nabla\cdot\mathbf m=\frac{2b_0-b_2P_2}{r},\qquad \mathbf m\cdot\hat{\mathbf r}=b_0+b_2P_2 .
\]

For the first, the constant part is \(2c+\tfrac23(1-c)=(4c+2)/3=2b_0\). For the second, it is \(1-\tfrac23(1-c)=(1+2c)/3=b_0\). The charges thus have a spherically symmetric part and a quadrupole part, which can be treated separately.

## The field inside and outside

**Symmetric part.** Gauss's law on a sphere of radius \(r<R\) reads

\[
4\pi r^2H_r=-M_s\int_0^r\frac{2b_0}{r'}\,4\pi r'^2dr'=-4\pi M_sb_0r^2,
\]

so \(H_r=-M_sb_0\) inside. The surface charge \(M_sb_0\) raises \(H_r\) by \(M_sb_0\) on crossing the surface. The symmetric field outside is therefore zero, as it must be for a body without net magnetic charge.

**Quadrupole part.** The potential obeys \(\nabla^2\Phi=M_s\nabla\cdot\mathbf m\), whose quadrupole part is \(-M_sb_2P_2/r\). For a function \(f(r)P_2\),

\[
\nabla^2(fP_2)=\left(f''+\frac{2f'}{r}-\frac{6f}{r^2}\right)P_2 .
\]

With \(f=M_skr\) the bracket is \(M_sk(2-6)/r=-4M_sk/r\), which matches the source if \(k=b_2/4=(1-c)/6\). The source-free solutions are \(r^2\), regular at the centre, and \(r^{-3}\), decaying at infinity. Hence

\[
\Phi_{\rm in}=M_s(kr+\alpha r^2)P_2,\qquad \Phi_{\rm out}=M_s\frac{\beta}{r^3}P_2 .
\]

Continuity of \(\Phi\) at \(r=R\) gives \(\beta/R^4=k+\alpha R\). The jump of \(H_r=-\partial_r\Phi\) equals the surface charge:

\[
\frac{3\beta}{R^4}+k+2\alpha R=b_2
\quad\Longrightarrow\quad 4k+5\alpha R=b_2 .
\]

Since \(4k=b_2\), it follows that \(\alpha=0\) and \(\beta=kR^4\). Differentiating \(\Phi_{\rm in}=M_skrP_2\), with \(dP_2/d\theta=-3\sin\theta\cos\theta\), and adding the symmetric part reproduces the interior field quoted above. Outside,

\[
H_r=3M_sk\frac{R^4}{r^4}P_2,\qquad H_\theta=3M_sk\frac{R^4}{r^4}\sin\theta\cos\theta .
\]

## The complete energy and its minimum

The average of \(H^2\) over a sphere of radius \(r>R\) is

\[
\langle H^2\rangle=9M_s^2k^2\frac{R^8}{r^8}\left(\frac15+\frac2{15}\right)=3M_s^2k^2\frac{R^8}{r^8}.
\]

Using \(\int_R^\infty 4\pi r^2(R^8/r^8)\,dr=4\pi R^3/5=3V/5\),

\[
\frac{E_{\rm out}}{K_dV}=\frac95k^2=\frac{(1-c)^2}{20}.
\]

This is the contribution missing from the first attempt. The complete energy is

\[
\frac{E}{K_dV}=b_0^2+\left(\frac75+\frac95\right)k^2=\frac{(1+2c)^2}{9}+\frac{4(1-c)^2}{45},
\]
\[
\frac{E}{K_dV}=\frac{5(1+4c+4c^2)+4(1-2c+c^2)}{45}=\frac{8c^2+4c+3}{15}.
\]

The dipole expression provides a check that does not use the exterior field. The polar component of \(\mathbf m\) is \(m_\theta=c\sin\theta\cos\theta-\sin\theta\cos\theta=-6k\sin\theta\cos\theta\), and \(m_r=b_0+4kP_2\). Therefore

\[
-\frac{\langle\mathbf m\cdot\mathbf H\rangle}{M_s}=b_0^2+\frac{4k^2}{5}+18k^2\cdot\frac{2}{15}=b_0^2+\frac{16}{5}k^2,
\]

in agreement with the sum above.

As a function of the angle, \(dE/d\gamma=-\sin\gamma\,dE/dc\). The stationary points are \(\gamma=0\), \(\gamma=\pi\) and the solution of \(16c+4=0\). The energies there, in units of \(K_dV\), are \(1\), \(7/15\) and \(1/6\). The minimum is

\[
\cos\gamma=-\frac14,\qquad \gamma=\pm104.5^\circ,\qquad E_{\min}=\frac{K_dV}{6}.
\]

This is the answer to (b) for a uniform twist. Since \(E\) scales as \(R^3\) at every \(\gamma\), the angle does not depend on the radius.

## What the different angles mean

The interior energy and the complete magnetostatic energy both have the form \(b_0^2+wk^2\), where \(w\) is the weight given to the quadrupole field. Setting the derivative with respect to \(c\) to zero gives

\[
\frac{4(1+2c)}{9}-\frac{w(1-c)}{18}=0
\quad\Longrightarrow\quad c=\frac{w-8}{w+16}.
\]

For \(w=0\) this is \(c=-1/2\), or \(120^\circ\), where \(b_0=0\) and the net volume charge vanishes. The quadrupole remains, however, and it weakens as \(\gamma\) decreases. The true weight \(w=16/5\) pulls the optimum back to \(104.5^\circ\). Integrating over the interior alone keeps \(w=7/5\), less than half the true weight, so the angle moves back only to \(112.3^\circ\).

The hedgehog is a limit in which the omission does no harm. At \(c=1\) the quadrupole is absent, \(\mathbf H=-\mathbf M\) inside and \(\mathbf H=0\) outside, and both energies equal \(K_dV\). A check at \(\gamma=0\) alone would not reveal the fault.

The angle \(112.3^\circ\) does answer a different question. Because \(\alpha=0\), the interior field does not depend on \(R\), so in any smaller concentric ball the stored field energy \(\tfrac{\mu_0}{2}\int H^2dV\) is also smallest at \(112.3^\circ\). This is a statement about where field energy is located, not about which helicity the ball prefers. If the energy is instead assigned to the dipoles through \(-\tfrac{\mu_0}{2}\mathbf M\cdot\mathbf H\), the same small ball gives \(104.5^\circ\). The two densities differ by a divergence, and their integrals agree once all space is included.

## Numbers for a small ball

Take round model parameters: \(A=10\ \mathrm{pJ/m}\), \(\mu_0M_s=1\ \mathrm T\) and \(R=5\ \mathrm{nm}\). The exchange energy is

\[
E_{\rm ex}=8\pi\,(10^{-11}\ \mathrm{J/m})(5\times10^{-9}\ \mathrm m)=1.257\times10^{-18}\ \mathrm J=7.84\ \mathrm{eV}.
\]

The magnetostatic scale is

\[
K_dV=(3.979\times10^5\ \mathrm{J/m^3})(5.236\times10^{-25}\ \mathrm{m^3})=2.083\times10^{-19}\ \mathrm J,
\]

and the minimum of the complete energy is one sixth of it, \(3.47\times10^{-20}\ \mathrm J=0.217\ \mathrm{eV}\). At \(112.3^\circ\) the complete energy is \(3.66\times10^{-20}\ \mathrm J\), which is 5.4 % above that minimum. The excess is \(0.012\ \mathrm{eV}\), less than \(k_BT=0.026\ \mathrm{eV}\) at 300 K. At the minimum \(d^2E/d\gamma^2=\tfrac{16}{15}\sin^2\gamma\,K_dV=K_dV=1.30\ \mathrm{eV}\), so in a ball this small the helicity would fluctuate thermally by about \(\sqrt{k_BT/K_dV}\approx8^\circ\) at room temperature, as much as the gap between the two angles. The field energy inside the ball at \(112.3^\circ\) is \(1.68\times10^{-20}\ \mathrm J\); taking it for the whole magnetostatic energy at that angle would miss more than half.

The exchange energy is about 36 times the minimum magnetostatic energy. It nevertheless has no influence on the optimum uniform helicity, because it is the same for all values of \(\gamma\). Its size matters for how far other patterns can depart from the uniform twist. The ratio of the two energies falls as \(1/R^2\), so they become equal near \(R=\sqrt{36}\times5\ \mathrm{nm}=30\ \mathrm{nm}\). A purely radial twist \(\gamma(r)\) never pays, at any radius. The azimuthal part of \(\mathbf m\) carries no charge, so the charges are linear in \(c=\cos\gamma\) and the magnetostatic energy, a non-negative quadratic form of the charges, is convex in the function \(c(r)\). Its first variation is \(-\mu_0\int\delta\mathbf M\cdot\mathbf H\,dV\), where \(\delta m_r=\delta c\,\sin^2\theta\) and \(\delta m_\theta=\delta c\,\sin\theta\cos\theta\). At \(c=-1/4\), with \(b_0=1/6\) and \(k=5/24\), this gives \(\delta\mathbf m\cdot\mathbf H=M_s\,\delta c\,\sin^2\theta\,(5\cos^2\theta-1)/16\). Its average over directions, \(5\cdot\tfrac2{15}-\tfrac23=0\), vanishes on every shell, so the uniform helicity is already the magnetostatic minimum among all \(\gamma(r)\). The expression does not vanish direction by direction, however, so a twist that depends on \(\theta\) lowers the magnetostatic energy at first order, while its exchange cost is of second order. For \(\gamma_0+\eta\cos^2\theta\) the balance at \(R=5\ \mathrm{nm}\) gives only \(\eta\approx-0.01\); the optimum amplitude is larger in larger balls. A different magnetization pattern is not excluded by exchange at all. A uniformly magnetized ball has no exchange energy, and \(\int H^2dV=-\int\mathbf M\cdot\mathbf H\,dV\) with the Cauchy–Schwarz inequality gives \(\int H^2dV\le M_s^2V\), so its energy is at most \(K_dV\), well below the exchange energy of the Bloch point at this radius. Even in the small ball, \(104.5^\circ\) is the minimum within the stated family and not a proof that the Bloch point is stable there.

The numerical output below lists both magnetostatic energies at several helicities, obtained from the dipole integral without the division into multipoles, together with the angles found by minimizing them numerically.

## Computed values

```
Numerical exchange energy / (A R), dimensionless:
  helicity   0 deg: 25.13274
  helicity  50 deg: 25.13274
  helicity 112 deg: 25.13274
  helicity 180 deg: 25.13274
  8 pi = 25.13274
  twist varying by 1.0 rad from centre to R: 27.92527
Numerical magnetostatic energies in units Kd V:
  helicity (deg)   inside   complete
        0.00      1.00000  1.00000
       90.00      0.15000  0.20000
      104.48      0.08854  0.16667
      112.29      0.08046  0.17558
      120.00      0.08750  0.20000
      180.00      0.26667  0.46667
Numerical minimum, inside energy: 112.29 deg
arccos(-11/29) = 112.29 deg
Numerical minimum, complete energy: 104.48 deg
arccos(-1/4) = 104.48 deg
Mean outward m at 112.29 deg helicity: 0.0805
A = 10.0 pJ/m
mu0 Ms = 1.0 T
R = 5.0 nm
Ms = 7.9577e+05 A/m
Kd = 3.9789e+05 J/m^3
V = 5.2360e-25 m^3
Kd V = 2.0833e-19 J
Exchange energy = 1.2566e-18 J = 7.843 eV
Minimum inside energy = 1.6762e-20 J = 0.1046 eV
Minimum complete energy = 3.4722e-20 J = 0.2167 eV
Complete energy at arccos(-11/29) = 3.6580e-20 J
Excess over its minimum = 5.35 %
Exchange / minimum complete energy = 36.19
```
